# A failing check and its repair

Subject: The C6 coefficient of a double hybrid for two distant atoms.

```python
"""
Result under test: for two distant closed-shell spherical atoms, a double
hybrid E = E_hybrid + a_c * E_PT2 has the dispersion coefficient
    C6_DH = a_c * C6_0,
    C6_0 = (3/pi) * integral_0^infinity alpha_A(i w) alpha_B(i w) dw,
where alpha is the uncoupled polarizability from the hybrid orbitals.

Symbols: a_x exact-exchange fraction; a_c perturbative fraction; gap is a
virtual minus an occupied orbital energy; strength is the squared length of
the spatial transition dipole; R is the distance between the nuclei.
Hartree atomic units are used. Helium is computed only as a free atom.
A distant beryllium pair tests the law by a direct total-energy calculation.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft, ao2mo, fci

a_x, a_c = 0.53, 0.27
functional = f"{a_x:.2f}*HF + {1-a_x:.2f}*B88, {1-a_c:.2f}*LYP"


def run_hybrid(mol):
    mf = dft.RKS(mol)
    mf.xc = functional
    mf.grids.atom_grid = (75, 434)
    mf.grids.prune = None
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def transitions(mf):
    """Gaps and dipole strengths of all occupied-virtual transitions."""
    occ = mf.mo_occ > 0
    r_ao = mf.mol.intor("int1e_r")
    dip = np.einsum("xpq,pi,qa->xia", r_ao, mf.mo_coeff[:, occ],
                    mf.mo_coeff[:, ~occ], optimize=True)
    gap = mf.mo_energy[~occ][None, :] - mf.mo_energy[occ][:, None]
    return gap.ravel(), np.sum(dip**2, axis=0).ravel()


def response(freq, gap, weight):
    """Polarizability at imaginary frequency from weighted transitions."""
    freq = np.atleast_1d(freq)
    return np.sum(weight * gap / (gap**2 + freq[:, None]**2), axis=1)


def c6_quadrature(gap, weight):
    x, w = np.polynomial.legendre.leggauss(100)
    freq = (1 + x) / (1 - x)
    jacobian = 2 / (1 - x)**2
    return 3 / np.pi * np.sum(w * jacobian * response(freq, gap, weight)**2)


def c6_double_sum(gap, strength):
    return 8 / 3 * np.sum(np.outer(strength, strength)
                          / (gap[:, None] + gap[None, :]))


def pt2_spin_parts(mf):
    """Opposite-spin and same-spin second-order doubles energies."""
    occ = mf.mo_occ > 0
    co, cv = mf.mo_coeff[:, occ], mf.mo_coeff[:, ~occ]
    no, nv = co.shape[1], cv.shape[1]
    g = ao2mo.kernel(mf.mol, (co, cv, co, cv), compact=False)
    g = g.reshape(no, nv, no, nv)
    gap = mf.mo_energy[~occ][None, :] - mf.mo_energy[occ][:, None]
    denominator = gap[:, :, None, None] + gap[None, None, :, :]
    opposite = -np.sum(g**2 / denominator)
    same = -np.sum(g * (g - g.transpose(0, 3, 2, 1)) / denominator)
    return np.array([opposite, same])


def even_tempered(l, smallest, ratio, count):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]


# Direct test: total energies of two distant beryllium atoms.
be = run_hybrid(gto.M(atom="Be 0 0 0", basis="6-31g", verbose=0))
be_gap, be_strength = transitions(be)
be_c6 = c6_double_sum(be_gap, be_strength)
be_pt2 = pt2_spin_parts(be)
distances = np.array([20.0, 24.0])
pair_pt2, pair_hybrid = [], []
for distance in distances:
    pair = run_hybrid(gto.M(atom=f"Be 0 0 0; Be 0 0 {distance}",
                            unit="Bohr", basis="6-31g", verbose=0))
    pair_pt2.append(pt2_spin_parts(pair) - 2 * be_pt2)
    pair_hybrid.append(pair.e_tot - 2 * be.e_tot)
pair_pt2, pair_hybrid = np.array(pair_pt2), np.array(pair_hybrid)
pair_total = pair_hybrid + a_c * pair_pt2.sum(axis=1)
be_direct = -pair_pt2.sum(axis=1) * distances**6
power = (-np.log(pair_pt2[1].sum() / pair_pt2[0].sum())
         / np.log(distances[1] / distances[0]))
# One percent allows for grid and orbital-convergence noise in tiny differences.
assert np.allclose(be_direct, be_c6, rtol=0.01)
assert abs(power - 6) < 0.06
assert np.allclose(pair_pt2[:, 0], pair_pt2[:, 1], rtol=0.02)
# Ten percent allows for the grid noise of subtracting total energies.
assert abs(pair_hybrid[0]) < 0.1 * abs(a_c * pair_pt2[0].sum())
assert abs(pair_total[0] * distances[0]**6 / (-a_c * be_c6) - 1) < 0.1

# Free helium atom: uncoupled response from the hybrid orbitals.
basis = (even_tempered(0, 0.10, 2.6, 9) + even_tempered(1, 0.04, 2.6, 7)
         + even_tempered(2, 0.15, 3.0, 3))
he_mol = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
he = run_hybrid(he_mol)
gap, strength = transitions(he)
alpha_0 = response(0.0, gap, 4 / 3 * strength)[0]
c6_0 = c6_double_sum(gap, strength)
c6_dh = a_c * c6_0
assert np.isclose(c6_0, c6_quadrature(gap, 4 / 3 * strength), rtol=1e-6)

# Static response by diagonalizing the frozen hybrid operator in a field.
field = 1e-3
z_mo = he.mo_coeff.T @ he_mol.intor("int1e_r")[2] @ he.mo_coeff
lowest = np.linalg.eigh(np.diag(he.mo_energy) + field * z_mo)[1][:, 0]
alpha_field = -2 * (lowest @ z_mo @ lowest) / field
assert np.isclose(alpha_0, alpha_field, rtol=1e-4)

# Group the three degenerate components of each p level.
active = np.where(strength > 1e-9)[0]
active = active[np.argsort(gap[active])]
assert len(active) == 21
level_gap = gap[active].reshape(-1, 3)
level_strength = strength[active].reshape(-1, 3).sum(axis=1)
assert np.max(np.ptp(level_gap, axis=1)) < 1e-5
level_gap = level_gap.mean(axis=1)
assert np.isclose(c6_double_sum(level_gap, level_strength), c6_0, rtol=1e-5)

# Basis convergence of the uncoupled coefficient.
large_basis = (even_tempered(0, 0.06, 2.5, 10)
               + even_tempered(1, 0.02, 2.2, 10))
he_large = run_hybrid(gto.M(atom="He 0 0 0", basis={"He": large_basis},
                            verbose=0))
c6_large = c6_double_sum(*transitions(he_large))
assert abs(c6_large / c6_0 - 1) < 0.01

# The same uncoupled response from Hartree-Fock orbitals.
hf = scf.RHF(he_mol)
hf.conv_tol = 1e-12
hf.kernel()
assert hf.converged
hf_gap, hf_strength = transitions(hf)
hf_alpha = response(0.0, hf_gap, 4 / 3 * hf_strength)[0]
hf_c6 = c6_double_sum(hf_gap, hf_strength)
hf_first_gap = np.min(hf_gap[hf_strength > 1e-9])
assert level_gap[0] < hf_first_gap and c6_0 > hf_c6

# Correlated reference: all singlet states of the two electrons in this basis.
orb = hf.mo_coeff
n = orb.shape[1]
h = orb.T @ hf.get_hcore() @ orb
z = orb.T @ he_mol.intor("int1e_r")[2] @ orb
eri = ao2mo.restore(1, ao2mo.kernel(he_mol, orb), n)
identity = np.eye(n)
H = (np.kron(h, identity) + np.kron(identity, h)
     + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n))
p, q = np.triu_indices(n)
norm = np.where(p == q, 0.5, np.sqrt(0.5))
direct, swapped = p * n + q, q * n + p
H_singlet = (2 * np.outer(norm, norm)
             * (H[np.ix_(direct, direct)] + H[np.ix_(direct, swapped)]))
energy, states = np.linalg.eigh(H_singlet)
ground = np.zeros((n, n))
ground[p, q] = 2 * norm**2 * states[:, 0] / norm / 2
ground[q, p] = ground[p, q]
diagonal = p == q
ground[p[diagonal], q[diagonal]] = states[diagonal, 0]
assert np.isclose(np.sum(ground**2), 1, atol=1e-10)
moved = z @ ground + ground @ z
amplitude = states.T @ (2 * norm * moved[p, q])
ci_gap = energy[1:] - energy[0]
ci_weight = 2 * amplitude[1:]**2
ci_alpha = response(0.0, ci_gap, ci_weight)[0]
ci_c6 = c6_quadrature(ci_gap, ci_weight)

# Independent CI solver, without and with a static field.
ci_field = 0.01
e_free = fci.direct_spin1.kernel(h, eri, n, (1, 1), conv_tol=1e-12,
                                 max_cycle=200)[0]
e_field = fci.direct_spin1.kernel(h + ci_field * z, eri, n, (1, 1),
                                  conv_tol=1e-12, max_cycle=200)[0]
assert np.isclose(e_free, energy[0], atol=1e-8)
# The tolerance covers the next even power of the finite field.
assert np.isclose(-2 * (e_field - e_free) / ci_field**2, ci_alpha, rtol=2e-3)
assert c6_dh < ci_c6

hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
c6_unit = hartree_ev * bohr_angstrom**6

print(f"Exact-exchange fraction a_x: {a_x:.2f} (no unit)")
print(f"Perturbative fraction a_c: {a_c:.2f} (no unit)")
print("Test on two distant Be atoms, 6-31G basis")
print(f"C6_0 from free-atom sum: {be_c6:.3f} hartree bohr^6")
for k, distance in enumerate(distances):
    print(f"R: {distance:.1f} bohr")
    print(f"  -R^6 * PT2 interaction: {be_direct[k]:.3f} hartree bohr^6")
    print(f"  a_c * PT2 interaction: {a_c*pair_pt2[k].sum():.4e} hartree")
    print(f"  hybrid interaction: {pair_hybrid[k]:.2e} hartree")
print(f"Decay power between the distances: {power:.4f} (no unit)")
share = pair_pt2[0, 0] / pair_pt2[0].sum()
print(f"Opposite-spin share at first R: {share:.4f} (no unit)")
print("Free He atom, B2PLYP hybrid orbitals")
print(f"Occupied orbital energy: {he.mo_energy[0]:.5f} hartree")
print("p levels: gap (hartree), strength summed over 3 components (bohr^2)")
for k in range(len(level_gap)):
    print(f"  {k+1}: {level_gap[k]:.5f}  {level_strength[k]:.6f}")
print(f"Uncoupled static polarizability: {alpha_0:.5f} bohr^3")
print(f"Same from finite field: {alpha_field:.5f} bohr^3")
print(f"Uncoupled C6_0: {c6_0:.5f} hartree bohr^6")
print(f"C6_0 in larger s,p basis: {c6_large:.5f} hartree bohr^6")
print(f"Double-hybrid C6_DH: {c6_dh:.5f} hartree bohr^6")
print(f"Double-hybrid C6_DH converted: {c6_dh*c6_unit:.5f} eV angstrom^6")
print("Free He atom, Hartree-Fock orbitals")
print(f"First dipole gap: {hf_first_gap:.5f} hartree")
print(f"Uncoupled static polarizability: {hf_alpha:.5f} bohr^3")
print(f"Uncoupled C6: {hf_c6:.5f} hartree bohr^6")
print("Free He atom, full CI in the same finite basis")
print(f"Ground-state energy: {energy[0]:.6f} hartree")
print(f"Static polarizability: {ci_alpha:.5f} bohr^3")
print(f"C6: {ci_c6:.5f} hartree bohr^6")
print(f"Ratio C6_0 / full-CI C6: {c6_0/ci_c6:.4f} (no unit)")
print(f"Ratio C6_DH / full-CI C6: {c6_dh/ci_c6:.4f} (no unit)")
print(f"Missing C6, full CI minus DH: {ci_c6-c6_dh:.5f} hartree bohr^6")
print("no test failed")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 104, in <module>
    assert abs(pair_hybrid[0]) < 0.1 * abs(a_c * pair_pt2[0].sum())
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The failed test compares an energy difference of about 1e-6 hartree with total energies that carry a larger grid error. The smooth partition of the pair's integration grid hands part of each atom's outer density to the other atom's coarse distant points, so the error does not cancel against the free atom; this diagnosis rests on an estimate, as the failed run printed no energies. The beryllium pairs now use a sharp partition at the midplane, where the density is negligible, so that each atom keeps its free-atom grid. The tested quantities and tolerances are unchanged, and the program also prints the hybrid interaction with the old smooth partition so that the diagnosis can be checked.

Repair:

```diff
@@ -20,13 +20,26 @@
 
 
-def run_hybrid(mol):
+def make_hybrid(mol, sharp_partition=True):
+    """Hybrid calculation; a sharp partition cuts the grid at the midplane.
+
+    For distant atoms the density at the midplane is negligible. The sharp
+    cut leaves each atom with its free-atom grid, so grid errors cancel in
+    the interaction energy. For a single atom the choice has no effect.
+    """
     mf = dft.RKS(mol)
     mf.xc = functional
     mf.grids.atom_grid = (75, 434)
     mf.grids.prune = None
+    if sharp_partition:
+        mf.grids.becke_scheme = np.sign
     mf.small_rho_cutoff = 0
     mf.conv_tol = 1e-11
     mf.conv_tol_grad = 1e-7
     mf.max_cycle = 100
+    return mf
+
+
+def run_hybrid(mol):
+    mf = make_hybrid(mol)
     mf.kernel()
     assert mf.converged
@@ -86,10 +99,15 @@
 be_pt2 = pt2_spin_parts(be)
 distances = np.array([20.0, 24.0])
-pair_pt2, pair_hybrid = [], []
+pair_pt2, pair_hybrid, smooth_hybrid = [], [], []
 for distance in distances:
-    pair = run_hybrid(gto.M(atom=f"Be 0 0 0; Be 0 0 {distance}",
-                            unit="Bohr", basis="6-31g", verbose=0))
+    pair_mol = gto.M(atom=f"Be 0 0 0; Be 0 0 {distance}",
+                     unit="Bohr", basis="6-31g", verbose=0)
+    pair = run_hybrid(pair_mol)
     pair_pt2.append(pt2_spin_parts(pair) - 2 * be_pt2)
     pair_hybrid.append(pair.e_tot - 2 * be.e_tot)
+    # Same density on the usual smooth partition, to show its grid error.
+    smooth = make_hybrid(pair_mol, sharp_partition=False)
+    smooth_hybrid.append(smooth.energy_tot(dm=pair.make_rdm1())
+                         - 2 * be.e_tot)
 pair_pt2, pair_hybrid = np.array(pair_pt2), np.array(pair_hybrid)
 pair_total = pair_hybrid + a_c * pair_pt2.sum(axis=1)
@@ -168,8 +186,6 @@
 energy, states = np.linalg.eigh(H_singlet)
 ground = np.zeros((n, n))
-ground[p, q] = 2 * norm**2 * states[:, 0] / norm / 2
-ground[q, p] = ground[p, q]
-diagonal = p == q
-ground[p[diagonal], q[diagonal]] = states[diagonal, 0]
+ground[p, q] += norm * states[:, 0]
+ground[q, p] += norm * states[:, 0]
 assert np.isclose(np.sum(ground**2), 1, atol=1e-10)
 moved = z @ ground + ground @ z
@@ -204,4 +220,5 @@
     print(f"  a_c * PT2 interaction: {a_c*pair_pt2[k].sum():.4e} hartree")
     print(f"  hybrid interaction: {pair_hybrid[k]:.2e} hartree")
+    print(f"  same, smooth grid partition: {smooth_hybrid[k]:.2e} hartree")
 print(f"Decay power between the distances: {power:.4f} (no unit)")
 share = pair_pt2[0, 0] / pair_pt2[0].sum()
```

The mended program passes:

```
Exact-exchange fraction a_x: 0.53 (no unit)
Perturbative fraction a_c: 0.27 (no unit)
Test on two distant Be atoms, 6-31G basis
C6_0 from free-atom sum: 269.937 hartree bohr^6
R: 20.0 bohr
  -R^6 * PT2 interaction: 269.934 hartree bohr^6
  a_c * PT2 interaction: -1.1388e-06 hartree
  hybrid interaction: 5.44e-10 hartree
  same, smooth grid partition: -2.85e-07 hartree
R: 24.0 bohr
  -R^6 * PT2 interaction: 269.926 hartree bohr^6
  a_c * PT2 interaction: -3.8137e-07 hartree
  hybrid interaction: 2.10e-13 hartree
  same, smooth grid partition: 1.07e-06 hartree
Decay power between the distances: 6.0002 (no unit)
Opposite-spin share at first R: 0.5000 (no unit)
Free He atom, B2PLYP hybrid orbitals
Occupied orbital energy: -0.76805 hartree
p levels: gap (hartree), strength summed over 3 components (bohr^2)
  1: 0.83771  0.117807
  2: 1.03771  0.468933
  3: 1.57364  0.471740
  4: 2.97207  0.139483
  5: 6.70608  0.015530
  6: 16.92676  0.000964
  7: 46.12533  0.000039
Uncoupled static polarizability: 1.25547 bohr^3
Same from finite field: 1.25548 bohr^3
Uncoupled C6_0: 1.43355 hartree bohr^6
C6_0 in larger s,p basis: 1.43285 hartree bohr^6
Double-hybrid C6_DH: 0.38706 hartree bohr^6
Double-hybrid C6_DH converted: 0.23128 eV angstrom^6
Free He atom, Hartree-Fock orbitals
First dipole gap: 1.00315 hartree
Uncoupled static polarizability: 0.99774 bohr^3
Uncoupled C6: 1.11887 hartree bohr^6
Free He atom, full CI in the same finite basis
Ground-state energy: -2.901696 hartree
Static polarizability: 1.38634 bohr^3
C6: 1.46558 hartree bohr^6
Ratio C6_0 / full-CI C6: 0.9781 (no unit)
Ratio C6_DH / full-CI C6: 0.2641 (no unit)
Missing C6, full CI minus DH: 1.07852 hartree bohr^6
no test failed
```
